# Second and third harmonics from equal volumes of opposite ferroelectric domains

**Q:** I drive an electroded ferroelectric plate with a weak sinusoidal voltage and record the harmonics of its polarization. A single-domain plate gives a second and a third harmonic. If half the volume is reversed, what should I expect, and which assumptions matter?

**A:** Let me fix the model first. The temperature is constant, each domain is free to strain independently of its neighbours, the crystal is uniaxial, and \(P\) is the polarization along its axis. Below a continuous transition, the Landau free energy density, including the field term, is
\[
f=\tfrac a2P^2+\tfrac b4P^4-EP,\qquad a<0,\; b>0 .
\]
In equilibrium \(\partial f/\partial P=0\), so
\[
E=aP+bP^3 .
\]
At zero field the stable solutions are \(P=sP_s\), with \(s=\pm1\) and \(P_s^2=|a|/b\).

The domains are columns running from electrode to electrode, with walls parallel to the axis. The tangential field is continuous across such a wall, and the wall carries no bound charge because \(P\) has no component normal to it. With ideal electrodes, both kinds of domain therefore feel the same field, voltage over thickness, which I write as \(E=E_0\cos\omega t\). The electrode charge measures the volume average
\[
\bar P=v_+P_+(E)+v_-P_-(E),\qquad v_++v_-=1,
\]
plus a term linear in \(E\) that adds no harmonics. Immobile walls mean constant \(v_\pm\). Weak means that \(E_0\) is well below the field at which a domain loses stability.

Now change the signs of both \(P\) and \(E\). The equation of state is unchanged, so if \(P_+(E)\) is a solution, \(-P_+(-E)\) is one too. It tends to \(-P_s\) at zero field, hence it is the other domain:
\[
P_-(E)=-P_+(-E).
\]
For equal volumes,
\[
\bar P(E)=\tfrac12\left[P_+(E)-P_+(-E)\right],
\]
which is odd in \(E\). Half a period \(T/2\) later the field has reversed, so \(\bar P(t+T/2)=-\bar P(t)\). That shift multiplies the \(n\)th harmonic by \((-1)^n\). An even harmonic would have to equal its own negative, so it vanishes. Odd harmonics are allowed.

**Q:** Allowed is not the same as intact. Why don't the third harmonics of the two domains partly cancel?

**A:** Expand about each domain state, \(P=sP_s+p\). Using \(s^2=1\),
\[
E=s(aP_s+bP_s^3)+(a+3bP_s^2)p+3bsP_sp^2+bp^3 .
\]
The first bracket is zero by the definition of \(P_s\). The second is \(a+3|a|=2|a|\). With \(\chi_1=1/(2|a|)\),
\[
E=\frac p{\chi_1}+3bsP_s\,p^2+bp^3 .
\]
The quadratic term has opposite signs in the two domains: a field along the polarization meets a stiffening lattice, and a field against it meets a softening one. The cubic term is common to both.

Invert with \(p=\chi_1E+c_2E^2+c_3E^3+\dots\) and collect powers of \(E\). At second order,
\[
\frac{c_2}{\chi_1}+3bsP_s\chi_1^2=0
\;\Rightarrow\;
c_2=s\chi_2,\qquad \chi_2=-3bP_s\chi_1^3 .
\]
At third order, \(p^2\) contributes \(2\chi_1c_2\) and \(p^3\) contributes \(\chi_1^3\):
\[
\frac{c_3}{\chi_1}+6bsP_s\chi_1c_2+b\chi_1^3=0
\;\Rightarrow\;
c_3=18s^2b^2P_s^2\chi_1^5-b\chi_1^4 .
\]
Since \(bP_s^2=|a|=1/(2\chi_1)\) and \(s^2=1\),
\[
c_3\equiv\chi_3=9b\chi_1^4-b\chi_1^4=8b\chi_1^4 .
\]
The \(9\) comes from the quadratic term acting twice. It reverses with the domain each time, and two reversals leave the sign unchanged. The \(-1\) comes from the cubic term, which never knew the domain's sign. Neither part can cancel between domains.

For any fixed volumes, let \(m=v_+-v_-\). To third order,
\[
\bar P=mP_s+\chi_1E+m\chi_2E^2+\chi_3E^3 .
\]
Use \(\cos^2\theta=\frac12(1+\cos2\theta)\) and \(\cos^3\theta=\frac14(3\cos\theta+\cos3\theta)\). The leading harmonic amplitudes are
\[
A_2=\tfrac12m\chi_2E_0^2,\qquad A_3=\tfrac14\chi_3E_0^3 .
\]
The second harmonic measures the difference in volumes; the third does not depend on it. The rectified polarization, also \(\frac12m\chi_2E_0^2\), disappears with the second harmonic at \(m=0\).

**Q:** Is there a way to see the third-order coefficient without the series?

**A:** For this quartic free energy there is. When \(|E|\) is below the intrinsic coercive field, \(aP+bP^3-E=0\) has three real roots: \(P_+\), \(P_-\) and an unstable one, \(P_0\). The cubic has no \(P^2\) term, so its roots sum to zero. For equal volumes \(\bar P=\frac12(P_++P_-)=-\frac12P_0\). Substituting \(P_0=-2\bar P\) gives
\[
E=-2a\bar P-8b\bar P^3=2|a|\bar P-8b\bar P^3 .
\]
Hence \(\bar P=\chi_1E+8b\chi_1\bar P^3\). Replacing \(\bar P\) on the right by \(\chi_1E\) returns \(\chi_3=8b\chi_1^4\).

The mixture softens as the field grows, because the domain opposed to the field gains more susceptibility than the favoured one loses. Above the transition, where \(a>0\), inversion of \(E=aP+bP^3\) gives a cubic coefficient \(-b/a^4\). Both the paraelectric state and the balanced domain state lack a second harmonic, but in this model their third harmonics have opposite signs.

**Q:** Put in numbers. Would I be able to see the difference?

**A:** Take \(P_s=2\ \mu\mathrm{C/cm^2}\), \(\chi_1=200\,\varepsilon_0\) and \(E_0=2\) kV/cm at 100 Hz. In SI units,
\[
|a|=\frac1{2(200\varepsilon_0)}=2.824\times10^8,\qquad
b=\frac{|a|}{(0.02)^2}=7.06\times10^{11}.
\]
The stability limit follows from \(dE/dP=0\), or \(P^2=P_s^2/3\). Its field is \(2|a|P_s/(3\sqrt3)=21.7\) kV/cm, so the drive is 9.2% of it.

A convenient small parameter is
\[
e=\frac{E_0}{|a|P_s}=\frac{2\times10^5}{(2.824\times10^8)(0.02)}=0.0354 .
\]
Substituting \(\chi_1=1/(2|a|)\) and \(b=|a|/P_s^2\) into the coefficients gives, for an up domain,
\[
A_1\simeq\tfrac12P_se,\qquad A_2\simeq-\tfrac3{16}P_se^2,\qquad A_3\simeq\tfrac18P_se^3 .
\]
With \(P_s=2000\ \mathrm{nC/cm^2}\), these are about 35.4, \(-0.470\) and \(0.0111\ \mathrm{nC/cm^2}\).

Solving the full equation of state through a period gives second harmonics of \(-0.4717\) and \(+0.4717\ \mathrm{nC/cm^2}\) in the up and down domains. Both third harmonics are \(0.01116\ \mathrm{nC/cm^2}\), and so is that of the equal mixture. The mixture's second harmonic is \(2\times10^{-14}\) of a single domain's, which is rounding error. In a 60:40 mixture the second harmonic is 0.2 of the single-domain value, as \(m=0.2\) requires, and the third is unchanged. The second harmonic of a single domain is 1.3% of the first, but the third is only \(3\times10^{-4}\) of it. A third harmonic in the drive voltage passes through \(\chi_1\), so it must be kept well below that fraction of the fundamental.

The full third harmonic exceeds the leading formula by 0.47%. The cubic law explains this. With \(q=\bar P/P_s\) and instantaneous field \(\epsilon=E/(|a|P_s)\), it reads \(q=\epsilon/2+4q^3\), and iteration gives \(q=\epsilon/2+\epsilon^3/2+3\epsilon^5/2+\dots\). The third-harmonic part of \(\cos^5\theta\) is \(5/16\), so the relative correction is
\[
\frac{(3/2)(5/16)e^5}{e^3/8}=\tfrac{15}4e^2=0.47\% .
\]

**Q:** How accurately must the volumes balance before the third harmonic stands out?

**A:** The two amplitudes are equal when \(|m|=0.01116/0.4717=2.4\%\), that is, for volumes of about 51.2% and 48.8%. This tolerance belongs to the chosen drive: at leading order it is \(|m|=\frac23e\), which gives 0.6% at 0.5 kV/cm and about 4.8% at 4 kV/cm. The second harmonic is thus a sensitive measure of imbalance, while a strict null is hard to prepare.

The cancellation concerns the coherent sum over the electrode. Each domain still has its own second harmonic, in antiphase with its neighbour's. A probe that resolves one domain would not find it absent.

**Q:** My crystal may have a built-in field. Does equal volume still guarantee the null?

**A:** No. A bias \(E_b\) breaks the symmetry used at the start. Keep the volumes equal and replace \(E\) by \(E+E_b\) in the odd response. The cubic term then contains \(3\chi_3E_bE^2\), with second-harmonic amplitude \(\frac32\chi_3E_bE_0^2\). Relative to the third,
\[
\frac{A_2}{A_3}=\frac{\frac32\chi_3E_bE_0^2}{\frac14\chi_3E_0^3}=\frac{6E_b}{E_0}.
\]
A bias of 0.2 kV/cm, a tenth of the drive, gives 0.60; the full solution gives 0.601. At leading order this signal grows as \(E_0^2\), just like that of a volume imbalance, so at weak drive varying the amplitude hardly separates the two causes: from 0.5 to 2 kV/cm, \(A_2/E_0^2\) rises by 0.6% for this bias and by 0.3% for an imbalance. The two differ clearly only at strong drive, with rises of 25% and 10% at 11.3 kV/cm, about half the intrinsic coercive field.

**Q:** What if the polarization lags behind the field?

**A:** Take the relaxation law \(\gamma\,dP/dt=E-aP-bP^3\). If \(P_+(t)\) is the periodic response of an up domain, then \(-P_+(t+T/2)\) obeys the same law, because the half-period shift reverses \(E\) and the overall minus sign reverses it back. This is the down domain's response. Its even harmonics are opposite to those of the up domain, and its odd ones are equal in amplitude and phase. In a numerical test with \(e=0.1\) and a first-harmonic lag of \(26.7^\circ\), the mixture's second harmonic was \(5\times10^{-14}\) of a single domain's and the ratio of third harmonics was 1.

**Q:** Then why insist on immobile walls? A wall that swings symmetrically should respect the symmetry as well.

**A:** It does, so the second harmonic stays zero. Immobility protects the size of the third. Let the walls have a linear restoring force, with energy \(Km^2/2\) per unit volume, and balanced volumes at zero field. If \(g_s(E)\) is the minimized \(f\) in domain \(s\), the total is
\[
G=\tfrac{1+m}2g_++\tfrac{1-m}2g_-+\tfrac K2m^2,
\qquad m=\frac{g_--g_+}{2K},
\]
where the second equation is \(\partial G/\partial m=0\). Since \(dg_s/dE=-P_s(E)\), with \(P_s(E)\) here the response of domain \(s\), and \(g_+=g_-\) at \(E=0\),
\[
g_--g_+=\int_0^E(P_+-P_-)\,dE'=2P_sE+\tfrac23\chi_2E^3 .
\]
Thus \(m=P_sE/K+\chi_2E^3/(3K)\), which is odd in \(E\). Insert it in
\[
\bar P=\chi_1E+\chi_3E^3+m(P_s+\chi_2E^2).
\]
The walls add \(P_s^2/K\equiv r\chi_1\) to the linear susceptibility, which defines \(r\). Their cubic contribution is
\[
\frac{P_s\chi_2}{K}\left(\tfrac13+1\right)
=\frac43\,\frac{r\chi_1}{P_s}\,(-3bP_s\chi_1^3)
=-4rb\chi_1^4=-\frac r2\chi_3 .
\]
The third harmonic therefore changes by the fraction \(-r/2\). For \(r=0.1\) this is \(-5\%\), and the full solution gives \(-4.99\%\). At leading order in the field the formula makes the third harmonic vanish at \(r=2\) and reverse beyond it. Hysteretic wall motion lies outside this calculation.

**Q:** How close is all this to a real plate?

**A:** The parameters are round, roughly typical values for a soft uniaxial crystal a few kelvin below a continuous transition near room temperature. The quartic free energy is itself an approximation. Adding a term \(\frac d6P^6\) while keeping \(P_s\) and \(\chi_1\) fixed multiplies the weak-field third harmonic by \(1+2\eta+2\eta^2\), with \(\eta=2d\chi_1P_s^4\). For \(\eta=0.1\) that is a rise of 22%, the same in both domains and in their mixture. The assumption most open to doubt is wall immobility: in soft crystals walls can move at fields far below the intrinsic limit, and 2 kV/cm can be enough to switch the whole plate. Even \(r=0.1\) means that walls between 2 µm domains move by only about 1.8 nm at the peak field. The example needs strongly pinned walls. If they move reversibly under a linear restoring force, at constant temperature and with independently straining domains, the leading correction in the quartic model is \(-r/2\), where \(r\) is the ratio of the wall part to the lattice part of the linear susceptibility. A nonlinear restoring force adds a third harmonic of its own.

Walls also have a thickness. I added a gradient energy with length \(\sqrt{\kappa/|a|}=1\) nm, where \(\kappa\) is the coefficient of \(-d^2P/dx^2\) in the equation of state, and pinned \(P=0\) at the wall centre. With one wall per 2 µm domain, the third harmonic rises by 0.7%; halving the mesh step moves that figure by \(8\times10^{-6}\) percentage points.

Temperature matters more. Let \(a_0=da/dT=1/(\varepsilon_0C)\), with Curie constant \(C=3000\) K. The given \(|a|\) then puts the crystal 7.5 K below its transition. With a thermal diffusivity \(D=0.003\ \mathrm{cm^2/s}\), heat diffuses about \(\sqrt{2D/\omega}=31\) µm at 100 Hz, much farther than a domain width, so neighbours share one temperature change \(\theta\). In a plate much thicker than 31 µm I neglect heat loss during a cycle. Constant total entropy then requires
\[
\frac{c\,\theta}{T}=\frac{a_0}2\left(\langle P^2\rangle-P_s^2\right),
\]
where \(T\) is now the temperature, \(c\) the heat capacity per volume at fixed polarization, and the brackets average over the two domains. The terms linear in \(E\) cancel in this average. At second order,
\[
\langle P^2\rangle-P_s^2=-\frac{a_0\theta}b+(2P_s\chi_2+\chi_1^2)E^2
=-\frac{a_0\theta}b-2\chi_1^2E^2,
\]
because \(P_s\chi_2=-\frac32\chi_1^2\). The first term is the thermal change of \(P_s^2\). With \(\lambda=a_0^2T/(bc)\), solving for \(\theta\) gives
\[
\theta=-\frac{Ta_0\chi_1^2E^2}{c(1+\lambda/2)} .
\]
Since \(\chi_1=-1/(2a)\), its change is \(2\chi_1^2a_0\theta\). Multiplied by \(E\), this adds \(-2\lambda b\chi_1^4/(1+\lambda/2)\) to the cubic coefficient. Relative to \(8b\chi_1^4\), the change is
\[
-\frac{\lambda/4}{1+\lambda/2}.
\]
For \(T=300\) K and \(c=2.5\ \mathrm{J/(cm^3\,K)}\), \(\lambda=0.241\) and the third harmonic of the balanced plate falls by 5.4% from its constant-temperature value.

A single-domain plate changes more, because its temperature responds to the field already at first order. There \(\theta=Ta_0(P^2-P_s^2)/(2c)\). Replacing \(a\) by \(a+a_0\theta\) in the equation of state adds
\[
a_0\theta P=\tfrac\lambda2\,b\,(P^3-P_s^2P)=\tfrac\lambda2\,(aP+bP^3),
\]
so both \(a\) and \(b\) are multiplied by \(1+\lambda/2\). Since \(\chi_3=8b\chi_1^4\) is proportional to \(b/a^4\), it is multiplied by \((1+\lambda/2)^{-3}=0.71\). Without heat loss, reversing half the volume therefore raises the third harmonic by about a third. The equality found earlier belongs to constant temperature. So does the ratio 0.2 for the 60:40 second harmonic: without heat loss it is 0.157 of the constant-temperature single-domain value and 0.197 of the single-domain value without heat loss.

It also belongs to domains that strain independently. Real neighbours share strain along their common wall, while the field asks them for opposite piezoelectric strains. Take one shared strain component with stiffness \(Y\) and spontaneous value \(QP^2\), in a plate free of external stress. Minimizing over the shared strain leaves an extra energy density \(\frac12YQ^2(P^2-\langle P^2\rangle)^2\), which is zero in a single domain. With \(k=2YQ^2/b\), the equation of state at constant temperature becomes
\[
E=aP+bP^3+kb\,(P^2-\langle P^2\rangle)P .
\]
Write \(P_\pm=\bar P\pm u\) for equal volumes. The difference of the two equations gives \(u^2=P_s^2-(3+2k)\bar P^2\), and their average then gives
\[
E=2|a|(1+k)\bar P-4b(1+k)(2+k)\bar P^3 .
\]
The response is still odd, so the second harmonic stays zero, but the third is multiplied by \((1+k/2)/(1+k)^3\). For \(k=0.1\) it falls by 21%. The value of \(k\) depends on the crystal and can make this correction larger than the thermal one.

In the balanced plate, none of the shared temperature change, the shared strain and the symmetric wall structure restores the second harmonic.

## Table of computed values

```
spontaneous polarization Ps: 2 uC/cm2
lattice susceptibility chi1/eps0: 200
drive amplitude E0: 2 kV/cm
drive frequency: 100 Hz
Landau coefficient a: -2.824e+08 V m/C
Landau coefficient b: 7.059e+11 V m^5/C^3
intrinsic coercive field: 21.74 kV/cm
E0 / intrinsic coercive field: 0.09202
first harmonic, up domain: 35.45 nC/cm2
second harmonic, formula, up domain: -0.4704 nC/cm2
second harmonic, full solution, up: -0.4717 nC/cm2
second harmonic, full solution, down: 0.4717 nC/cm2
|second harmonic| mixture / single: 2e-14
third harmonic, formula: 0.01111 nC/cm2
third harmonic, full solution, up: 0.01116 nC/cm2
third harmonic, full solution, down: 0.01116 nC/cm2
third harmonic, equal mixture: 0.01116 nC/cm2
full solution vs formula, second: 0.276 %
full solution vs formula, third: 0.473 %
60:40 mixture, second / single: 0.2
60:40 mixture, third / single: 1
third from quadratic term, in b chi1^4: 9.056
third from direct quartic, in b chi1^4: -0.9994
mixture cubic law, max error / coercive: 3e-16
dynamics: drive / (|a| Ps): 0.1
dynamics: lag of first harmonic: 26.7 degrees
dynamics: second, mixture / single: 5e-14
dynamics: third, mixture / single: 1
v_up - v_down making |second| = third: 2.37 %
mobile walls: wall / lattice response: 0.1
mobile walls: change of third: -4.99 %
bias field: 0.2 kV/cm
bias: second / third of mixture: 0.601
domain width: 2 um
wall length sqrt(gradient/|a|): 1 nm
finite walls: change of third: 0.693 %
finite walls: shift on halving mesh: -8e-06 %
temperature: 300 K
Curie constant: 3000 K
distance below transition: 7.5 K
heat capacity: 2.5 J/(cm3 K)
thermal diffusivity: 0.003 cm2/s
thermal length at drive frequency: 30.9 um
electrocaloric lambda: 0.241
electrocaloric change of third: -5.4 %
electrocaloric change, formula: -5.38 %
```
